# Two-beam dynamical diffraction and the Darwin width of Si(111)

## Problem

A monochromatic X-ray plane wave falls on a thick, perfect, non-absorbing crystal. The reflecting planes are parallel to the surface (symmetric Bragg geometry), and the electric field is perpendicular to the plane of incidence (sigma polarization). The glancing angle $\theta$ is measured from the surface. The susceptibility is

$$\chi(\mathbf r)=\sum_{\mathbf G}\chi_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},$$

and one reciprocal-lattice vector $\mathbf G$, normal to the surface, is close to its Bragg condition.

1. Express $\chi_0$ and $\chi_G$ through the electron density, for photon energies far above the absorption edges.
2. Derive the two-beam equations and find the range of $\theta$ in which no wave propagates into the crystal.
3. Find the reflected amplitude and the reflectivity inside and outside this range.
4. Find the angular width of total reflection, its displacement from the geometric Bragg angle, the penetration depth and the energy width at fixed angle.
5. Evaluate these quantities for Si(111) at 8000 eV.

The algebra uses Gaussian atomic units ($\hbar=m=e=1$) and the time factor $e^{-i\omega t}$. The vacuum wave number is $k=\omega/c$. Numbers are given in eV and angstrom.

## Solution

### 1. Susceptibility

Far above the edges the binding forces are negligible beside the inertia of the electron. An electron of charge $-1$ then obeys $-\omega^2\mathbf x=-\mathbf E$, so $\mathbf x=\mathbf E/\omega^2$ and its dipole moment is $-\mathbf E/\omega^2$. For electron density $n(\mathbf r)$ the polarization is $\mathbf P=-n\mathbf E/\omega^2$. Since $\mathbf D=\mathbf E+4\pi\mathbf P=(1+\chi)\mathbf E$,

$$\chi(\mathbf r)=-\frac{4\pi n(\mathbf r)}{\omega^2},\qquad
\chi_{\mathbf G}=-\frac{4\pi F_{\mathbf G}}{\omega^2V},\qquad
F_{\mathbf G}=\int_V n\,e^{-i\mathbf G\cdot\mathbf r}d^3r .$$

Here $V$ is the cell volume. If the crystal density is a sum of identical spherical atoms at rest, with atomic density $\rho(r)$,

$$F_{\mathbf G}=f(G)\sum_j e^{-i\mathbf G\cdot\mathbf r_j},\qquad
f(G)=\int\rho(r)\frac{\sin Gr}{Gr}\,d^3r .$$

The cubic cell of silicon holds eight atoms: four face-centred sites, and the same four displaced by a quarter of the body diagonal. For (111) the face-centred translations give phases that are multiples of $2\pi$. The displacement gives $e^{-2\pi i\cdot 3/4}=i$. Hence

$$F_{111}=4(1+i)f,\qquad |F_{111}|=4\sqrt2\,f .$$

The density is real, so $\chi_{-G}=\chi_G^*$ and $\chi_G\chi_{-G}=|\chi_G|^2$.

### 2. Two-beam equations

Maxwell's equations give $\nabla\times\nabla\times\mathbf E=k^2(1+\chi)\mathbf E$. Let $z$ be the depth into the crystal and $x$ the in-plane direction of the incident beam. Fourier components of $\chi$ with a lateral part send waves into other directions. I assume that none of these is near its own Bragg condition and drop them, which leaves $\chi(z)$. The field points along the third axis and does not vary along it, so $\nabla\cdot\mathbf E=0$ and the double curl becomes $-\nabla^2$. With $E(x,z)=e^{ikx\cos\theta}E(z)$ and $s=\sin\theta$,

$$E''+k^2\left[s^2+\chi(z)\right]E=0. \tag{1}$$

Take $\mathbf G$ along the outward normal, so that $e^{i\mathbf G\cdot\mathbf r}=e^{-iGz}$, and set $g=G/2$. The incoming wave has depth wave number near $g$. Scattering by $\mathbf G$ turns it into one near $-g$. The two-beam ansatz is therefore

$$E(z)=E_0e^{i(g+\kappa)z}+E_Ge^{i(-g+\kappa)z},\qquad |\kappa|\ll g .$$

Insert this in (1) with $\chi=\chi_0+\chi_Ge^{-iGz}+\chi_{-G}e^{iGz}$, define $p^2=k^2(s^2+\chi_0)$, and collect equal exponentials:

$$[p^2-(g+\kappa)^2]E_0+k^2\chi_{-G}E_G=0, \tag{2}$$
$$[p^2-(g-\kappa)^2]E_G+k^2\chi_GE_0=0. \tag{3}$$

The remaining terms have wave numbers near $\pm3g$. Their amplitudes are of order $k^2|\chi_G|/|p^2-9g^2|\approx k^2|\chi_G|/(8g^2)$ relative to the retained waves, which is small because they are far from resonance. The higher harmonics $\chi_{\pm2G},\chi_{\pm3G},\dots$, left out of $\chi$ here, do not connect the two retained waves with each other; they couple them only to wave numbers near $\pm3g,\pm5g,\dots$, which are also far from resonance.

A nonzero solution requires a vanishing determinant. Put $D=p^2-g^2$. The two brackets are $D-\kappa^2\mp2g\kappa$, so

$$(D-\kappa^2)^2-4g^2\kappa^2=k^4|\chi_G|^2,$$
$$\kappa^4-2(p^2+g^2)\kappa^2+D^2-k^4|\chi_G|^2=0,$$

where $D+2g^2=p^2+g^2$ was used. Because $(p^2+g^2)^2-D^2=4p^2g^2$, the roots are

$$\kappa^2=p^2+g^2\pm\sqrt{4p^2g^2+k^4|\chi_G|^2}. \tag{4}$$

The upper sign gives $\kappa^2\approx(p+g)^2\approx4g^2$, contrary to $|\kappa|\ll g$, and is discarded. The lower root is negative when $(p^2+g^2)^2<4p^2g^2+k^4|\chi_G|^2$, that is, when $D^2<k^4|\chi_G|^2$. Then $\kappa$ is imaginary and the field decays with depth.

The geometric Bragg angle satisfies $s_B=\sin\theta_B=G/(2k)$, so $g^2=k^2s_B^2$ and $D=k^2(s^2-s_B^2+\chi_0)$. Define

$$y=\frac{s^2-s_B^2+\chi_0}{|\chi_G|},\qquad D=k^2|\chi_G|\,y . \tag{5}$$

No wave propagates into the crystal for $|y|<1$:

$$\left|\sin^2\theta-\sin^2\theta_B+\chi_0\right|<|\chi_G| . \tag{6}$$

The product of the two roots in (4) is $D^2-k^4|\chi_G|^2$, and the large root is close to $4g^2$. The small root is therefore, to leading order,

$$\kappa=\frac{k^2|\chi_G|}{G}\,w,\qquad w^2=y^2-1 . \tag{7}$$

### 3. Reflected amplitude

In (2) the term $\kappa^2$ is negligible beside $2g\kappa$. Using $2g\kappa=k^2|\chi_G|w$,

$$\frac{E_G}{E_0}=-\frac{D-2g\kappa}{k^2\chi_{-G}}=-\frac{|\chi_G|}{\chi_{-G}}\,(y-w). \tag{8}$$

The sign of $w$ follows from the thickness of the crystal, since nothing returns from its far side. For $|y|<1$ the field must decay as $z$ grows, so $w=+i\sqrt{1-y^2}$. For $|y|>1$ energy must flow inward. The flux averaged over a period is proportional to $g(|E_0|^2-|E_G|^2)$ to leading order, so $|E_G/E_0|<1$ is needed. Since $(y-w)(y+w)=1$, the smaller modulus belongs to $w=\mathrm{sgn}(y)\sqrt{y^2-1}$.

In vacuum the field is $e^{iksz}+re^{-iksz}$. Continuity of $E$ and $E'$ at $z=0$ gives

$$1+r=E_0+E_G,\qquad ks(1-r)=(g+\kappa)E_0-(g-\kappa)E_G .$$

From $k^2s^2-g^2=k^2(|\chi_G|y-\chi_0)$, the wave numbers $ks$ and $g$ differ by a relative amount of about $(|\chi_G|y-\chi_0)/(2s_B^2)$, while $\kappa/g=|\chi_G|w/(2s_B^2)$. Both are small if $|\chi_0|\ll s_B^2$, a condition that fails at grazing incidence, and if $|y|\,|\chi_G|\ll s_B^2$, which is the condition $|\kappa|\ll g$ and restricts the result to angles near the reflection. Replacing $ks$ and $g\pm\kappa$ by $g$ neglects corrections of these small relative orders, ordinary specular reflection among them, and gives $1-r=E_0-E_G$. Together with the first condition this yields $E_0=1$ and $r=E_G$. Hence $r$ is the right-hand side of (8), and

$$R=|r|^2=\begin{cases}1,&|y|\le1,\\[2pt]\left(|y|-\sqrt{y^2-1}\right)^2,&|y|>1.\end{cases} \tag{9}$$

Inside the plateau $|y-i\sqrt{1-y^2}|=1$, so reflection is total within this approximation. Energy conservation requires the same: a decaying field in a lossless crystal carries no mean flux. With absorption, power would be lost in the penetrated layer and $R$ would fall below one.

**Far from the plateau.** For $1\ll|y|\ll s_B^2/|\chi_0|$, $|y|-\sqrt{y^2-1}\approx1/(2|y|)$, so

$$R\approx\frac1{4y^2}=\frac{|\chi_G|^2}{4(s^2-s_B^2+\chi_0)^2}.$$

The reflectivity is then proportional to $|F_G|^2$, as expected for single scattering. The upper limit on $|y|$ contains $|\chi_0|$ because the neglected specular amplitude, about $|\chi_0|/(4s^2)$, must be small beside $1/(2|y|)$. For a weak reflection, $|\chi_G|\ll|\chi_0|$, this is much stricter than $|\kappa|\ll g$; beyond it the two amplitudes interfere and $R$ depends on where the surface cuts the lattice period. Near $|y|=1$ this form fails because the reflected wave is itself scattered back.

**Half maximum.** $R=1/2$ requires $|y|-\sqrt{y^2-1}=1/\sqrt2$. The reciprocal is $|y|+\sqrt{y^2-1}=\sqrt2$. Half the sum gives

$$|y|=\frac12\left(\sqrt2+\frac1{\sqrt2}\right)=\frac3{2\sqrt2}\approx1.061 .$$

The full width at half maximum exceeds the plateau width by this factor.

**Meaning of the two edges.** Write $\chi_{-G}=-|\chi_G|e^{i\varphi}$. The density then varies as $n_0+2|n_G|\cos(Gz+\varphi)$, where $n_G=F_G/V$. Inside the plateau $y-i\sqrt{1-y^2}=e^{-i\arccos y}$, so $r=e^{-i(\varphi+\arccos y)}$ and

$$|E(z)|^2\propto1+\cos(Gz+\varphi+\arccos y),$$

apart from the slow decay. At the upper edge, $y=1$, the antinodes lie on the maxima of this density wave. At the lower edge, $y=-1$, the nodes lie there. The average of $\chi$ weighted with $|E|^2$ is $\chi_0-|\chi_G|$ in the first case and $\chi_0+|\chi_G|$ in the second. Both edges therefore obey $s^2+\langle\chi\rangle=s_B^2$, the Bragg condition with the susceptibility that the standing wave samples. The plateau spans the difference between these two standing waves.

### 4. Widths and depth

**Angle.** Let $\delta=\theta-\theta_B$. The identity

$$s^2-s_B^2=\sin(\theta+\theta_B)\sin(\theta-\theta_B)\approx\delta\sin2\theta_B$$

holds for $|\delta|\ll|\tan2\theta_B|$ and $|\delta|\ll1$. Condition (6) becomes $|\delta\sin2\theta_B+\chi_0|<|\chi_G|$. The centre and full width are

$$\delta_c=-\frac{\chi_0}{\sin2\theta_B},\qquad
\Delta\theta=\frac{2|\chi_G|}{\sin2\theta_B}. \tag{10}$$

The shift is positive because $\chi_0<0$: refraction reduces the depth wave number in the crystal, and a larger external angle compensates for it. Since the density is nowhere negative, $|F_G|\le F_0$ and hence $|\chi_G|\le|\chi_0|$. The lower edge therefore cannot lie below $\theta_B$.

**Near backscattering.** Formula (10) diverges as $\theta_B\to90^\circ$, where the linearization fails, but (6) remains usable if no third beam is excited. Let $\theta=90^\circ-\epsilon$, so that $s^2\approx1-\epsilon^2$, and choose the photon energy so that $s_B^2-\chi_0=1$. Then (6) reads $\epsilon^2<|\chi_G|$. The full range is $2\sqrt{|\chi_G|}$, which is finite and much larger than $|\chi_G|$. For Si(111) backscattering occurs near 1977 eV, little more than 100 eV above the K edge, where the free-electron, non-absorbing susceptibility of section 1 does not apply.

**Depth.** The intensity falls as $e^{-2\,\mathrm{Im}\kappa\,z}$. By (7), its decay length is

$$\ell(y)=\frac{G}{2k^2|\chi_G|\sqrt{1-y^2}} . \tag{11}$$

It is shortest at the centre and diverges at the edges. A crystal of finite thickness can thus act as thick at the centre and still transmit close to the edges.

**Energy at fixed angle.** Multiply (6) by $\omega^2$. Since $\omega s_B=Gc/2$ and $\omega^2\chi_G=-4\pi n_G$ do not depend on $\omega$, the edges satisfy

$$\omega_\pm^2s^2=\left(\frac{Gc}2\right)^2+4\pi n_0\pm4\pi|n_G| .$$

Subtraction gives $s^2(\omega_+^2-\omega_-^2)=8\pi|n_G|$. With $\omega_+^2-\omega_-^2\approx2\omega\,\Delta\omega$,

$$\frac{\Delta E}{E}=\frac{4\pi|n_G|}{\omega^2s^2}=\frac{|\chi_G|}{s^2}
\approx\frac{16\pi|n_G|}{G^2c^2}. \tag{12}$$

In the last form $s\approx s_B=Gc/(2\omega)$ was used. For a given reflection the relative energy width is therefore independent of photon energy, to leading order and within the free-electron response.

### 5. Si(111) at 8000 eV

The form factor is computed for the free triplet silicon atom by unrestricted Hartree–Fock in the cc-pVTZ basis. The density of this atom is not exactly spherical, so its average over directions is used. This leaves out electron correlation and the deformation of the atom by bonding. Bases from cc-pVDZ to cc-pV5Z change $f(G)$ by less than $0.001$, whereas a PBE density raises it by about $0.03$ (0.3%). The crystal model also leaves out thermal motion, dispersion corrections and absorption.

The plane spacing is $3.1356$ Å, so $G=2.00382$ Å$^{-1}$. With $k=4.05418$ Å$^{-1}$,

$$s_B=\frac{2.00382}{2(4.05418)}=0.2471,\quad
\theta_B=14.308^\circ,\quad \sin2\theta_B=0.4789 .$$

The computed form factor is $f(G)=10.55$, compared with $f(0)=14$. Thus $|F_{111}|=4\sqrt2(10.548)=59.67$, while $F_0=8(14)=112$. The average density gives $\chi_0=-1.506\times10^{-5}$, and

$$|\chi_G|=\frac{59.67}{112}\,(1.506\times10^{-5})=8.02\times10^{-6}.$$

The width of total reflection is

$$\Delta\theta=\frac{2(8.025\times10^{-6})}{0.4789}
=3.35\times10^{-5}\ \text{rad}=6.9\ \text{arcsec},$$

or about 7 arcseconds. The centre is displaced by $1.506\times10^{-5}/0.4789$ rad, which is $6.5$ arcsec. The plateau runs from $3.0$ to $9.9$ arcsec above $\theta_B$, so the geometric Bragg angle lies outside it. The full width at half maximum is $1.061\times6.91=7.3$ arcsec.

At the centre the intensity decay length is

$$\ell(0)=\frac{2.00382}{2(4.05418)^2(8.025\times10^{-6})}\approx7600\ \text{Å},$$

about 2400 plane spacings. Each period reflects very little, and total reflection is built up over thousands of them. At the centre angle $s^2=s_B^2-\chi_0=0.06109$, so

$$\Delta E=\frac{8000(8.025\times10^{-6})}{0.06109}=1.05\ \text{eV}.$$

The reflectivity depends on angle and energy only through $y$, so the plateau is resolved when the spread of $y$ in the incident beam is small compared with 2. If angle and energy are uncorrelated, this needs an angular spread well below 7 arcsec and an energy spread well below 1 eV.

**Check of the two-beam approximation.** Equation (1) was also solved without the two-beam ansatz. One period was divided into thin slices of constant $\chi$, higher harmonics of the layered density were included, and the field was carried from slice to slice. The edges were located by scanning for the onset of decaying solutions. The tests cover the edges in angle, the energy width at fixed angle, the complex amplitude (8) and $\kappa$ in (7) at seven values of $y$, the half-maximum width and the decay length at the centre.

The width from the slices is $6.9112$ arcsec, against $6.9121$ from (10), a relative difference of about $10^{-4}$. Most of it comes from the linearization in angle. The next term of $s^2-s_B^2$ is $\delta^2\cos2\theta_B$, which changes the slope at the centre by the relative amount $2\delta_c\cot2\theta_B\approx1.2\times10^{-4}$. At $y=3$ both calculations give $R=0.029$, close to the single-scattering value $1/36=0.028$. At $y=1.2$ they give $0.288$, whereas $1/(4y^2)$ would give $0.174$. The numerical output lists the edges, the widths, the decay length and $R$ at the seven values of $y$; the complex amplitude and $\kappa$ are asserted within a tolerance but not printed.

This agreement tests the solution of the layered model, not the model of silicon. Since $\Delta\theta$ is proportional to $|F_G|$, any relative change of $|F_G|$ from thermal motion, bonding or the real part of the dispersion corrections enters the width in the same proportion. The imaginary part describes absorption. It lowers the reflectivity below one, so a strict range of total reflection no longer exists and this proportionality does not apply to it. The extra digits above serve the comparison of the two calculations. The physical result of this model is a width of about 7 arcseconds. With typical tabulated values for silicon near 8 keV ($f'\approx0.25$, $f''\approx0.33$, Debye–Waller $B\approx0.46$ Å$^2$) the quantity $2|\chi_G|/\sin2\theta_B$ stays near $7.0$ arcsec, but the reflectivity peaks near $0.94$ and is about $0.92$ at the centre.

## Table of computed values

```
photon energy                        8000.0 eV
wavelength                           1.54980 angstrom
lattice parameter                    5.43102 angstrom
cell volume                          160.193 angstrom^3
(111) plane spacing d                3.13560 angstrom
G                                    2.00382 1/angstrom
k                                    4.05418 1/angstrom
form factor f(0)                     14.0000 electrons
form factor f(G), spherical          10.5478 electrons
form factor f(G), three-axis mean    10.5486 electrons
|F_G| per cell                       59.667 electrons
chi_0                                -1.5063e-05 (no unit)
|chi_G|                              8.0247e-06 (no unit)
sin^2(theta_B)                       0.061073 (no unit)
sin(2 theta_B)                       0.47893 (no unit)
Bragg angle theta_B                  14.3077 degree
lower edge minus theta_B, two-beam   3.0311 arcsec
lower edge minus theta_B, slices     3.0311 arcsec
upper edge minus theta_B, two-beam   9.9425 arcsec
upper edge minus theta_B, slices     9.9423 arcsec
centre shift -chi_0/sin(2 theta_B)   6.4873 arcsec
Darwin width 2|chi_G|/sin(2 theta_B) 6.9121 arcsec
Darwin width, same in microradian    33.511 microradian
Darwin width, slices                 6.9112 arcsec
ratio FWHM/plateau, two-beam         1.06066 (no unit)
FWHM, two-beam                       7.3314 arcsec
FWHM, slices                         7.3305 arcsec
intensity decay length, two-beam     7596.2 angstrom
intensity decay length, slices       7596.3 angstrom
decay length / plane spacing         2423 planes
energy width at fixed angle, formula 1.0509 eV
energy width at fixed angle, slices  1.0509 eV
reflectivity (no unit): y, two-beam R, slices R
   -3.0  0.02944  0.02943
   -1.2  0.28802  0.28800
   -0.8  1.00000  1.00000
    0.0  1.00000  1.00000
    0.8  1.00000  1.00000
    1.2  0.28802  0.28801
    3.0  0.02944  0.02945
```
